\section*{Twice-angle error of a magnetic angle sensor from free-layer anisotropy}

\section{Result and assumptions}

A magnetic angle sensor reads the direction of an applied field through the magnetization of a soft free layer. If that layer has an easy axis, its magnetization in general does not point quite along the field.

\paragraph{Theorem.} Let a field $H$ lie in the film plane at angle $\theta$, and let the free layer have anisotropy field $H_k$ and easy axis at angle $\beta$. Define
\begin{equation}
\varepsilon=\frac{H_k}{2H},\qquad \psi=\theta-\beta .
\end{equation}
Under assumptions (a)--(d) below and for $H>H_k$, the sensor reads an angle $\varphi$ whose error $\delta=\varphi-\theta$ obeys
\begin{equation}
\delta=-\varepsilon\sin2\psi+\rho,\qquad |\rho|\le 2.2\,\varepsilon^2 ,
\label{main}
\end{equation}
and the largest $|\delta|$ over a turn is $\arcsin\varepsilon$.

For $H\gg H_k$ the error is therefore a sinusoid of amplitude $H_k/(2H)$ radians, with two periods per turn of the field. The assumptions are:

(a) The free layer is uniformly magnetized in its plane, with a single uniaxial anisotropy.

(b) The field turns slowly enough for the magnetization to stay at its energy minimum.

(c) The reference layers are rigid and do not act on the free layers.

(d) The cosine and sine channels use free layers with the same $H_k$ and the same easy axis, have the same resistance modulation, and have reference axes exactly $90^\circ$ apart.

Angles in formulas are in radians. Fields are quoted as $B=\mu_0H$ and $B_k=\mu_0H_k$, which leaves $\varepsilon=B_k/(2B)$ unchanged.

\section{Energy, readout and torque}

Let $M_s$ be the saturation magnetization and $K$ the anisotropy constant. The energy density is $-M_sB\cos(\varphi-\theta)+K\sin^2(\varphi-\beta)$. Division by $M_s$, with $B_k=2K/M_s$, gives
\begin{equation}
e(\varphi)=-B\cos(\varphi-\theta)+\frac{B_k}{2}\sin^2(\varphi-\beta).
\label{energy}
\end{equation}

\paragraph{Meaning of $B_k$.} Apply the field along the hard axis, $\theta=\beta+\pi/2$, and write $u=\varphi-\beta$. Then $e=-B\sin u+\tfrac12B_k\sin^2u$ and
\begin{equation}
e'=\cos u\,(B_k\sin u-B).
\end{equation}
For $B<B_k$ the root $\sin u=B/B_k$ has energy $-B^2/(2B_k)$. This is lower than the energy at $\sin u=1$ by $(B_k-B)^2/(2B_k)$. The magnetization component along the field thus grows linearly and saturates at $B=B_k$, so $B_k$ can be read from a hard-axis magnetization curve.

\paragraph{Readout.} Model each magnetoresistive element by the resistance $R=R_0(1-r\cos\chi)$, the usual form for giant magnetoresistance, where $\chi$ is the angle between free and reference layers and $r$ is the fractional modulation. In a full bridge, elements $R_1$ and $R_2$ have opposite references. With rigid references at $0$ and $\pi$, $\cos\chi_1=\cos\varphi$ and $\cos\chi_2=-\cos\varphi$, so the bridge output divided by its supply voltage is
\begin{equation}
\frac{R_2-R_1}{R_1+R_2}=\frac{2r\cos\varphi}{2}=r\cos\varphi .
\end{equation}
A second bridge with references at $\pm\pi/2$ gives $r\sin\varphi$. The two-argument arctangent of the pair returns $\varphi$, so the sensor error is $\delta=\varphi-\theta$.

\paragraph{Lemma 1 (torque balance).} At equilibrium
\begin{equation}
\sin\delta=-\varepsilon\sin2(\varphi-\beta).
\label{torque}
\end{equation}
\emph{Proof.} Since $2\sin u\cos u=\sin2u$, the derivative of \eqref{energy} is $e'=B\sin(\varphi-\theta)+\tfrac12B_k\sin2(\varphi-\beta)$. Setting it to zero and dividing by $B$ gives \eqref{torque}.

The factor 2 in the angle comes from the uniaxial energy, which is the same for $\varphi$ and $\varphi+\pi$. For $0<\psi<\pi/2$ the error is negative: the magnetization is pulled back toward the easy direction at $\beta$. For $\pi/2<\psi<\pi$ it is positive, toward $\beta+\pi$.

\section{One equilibrium, and the peak error}

\paragraph{Lemma 2.} For $H>H_k$ there is one energy minimum at each field angle, and it follows the field without hysteresis.

\emph{Proof.} Here $\varepsilon<1/2$. Put $s=\sin2u$ and $c=\cos2u$. By \eqref{torque}, every stationary point has $\cos\delta=\pm\sqrt{1-\varepsilon^2s^2}$. The curvature is
\begin{equation}
\frac{e''}{B}=\cos\delta+2\varepsilon c .
\end{equation}
To find which term sets its sign, compare squares, using $s^2=1-c^2$:
\begin{equation}
(1-\varepsilon^2s^2)-4\varepsilon^2c^2
=1-\varepsilon^2-3\varepsilon^2c^2\ge1-4\varepsilon^2>0 .
\end{equation}
So $|\cos\delta|>2\varepsilon|c|$, and the curvature has the sign of $\cos\delta$. Minima are the points with $\cos\delta>0$. On that branch $\delta=-\arcsin(\varepsilon s)$, so
\begin{equation}
\theta=\varphi+\arcsin[\varepsilon\sin2(\varphi-\beta)],
\label{inverse}
\end{equation}
\begin{equation}
\frac{d\theta}{d\varphi}=1+\frac{2\varepsilon c}{\sqrt{1-\varepsilon^2s^2}}>0 .
\end{equation}
As $\varphi$ makes one turn, $\theta$ rises steadily through one turn. Each $\theta$ therefore belongs to one $\varphi$, which varies continuously with it.

\paragraph{Failure below $H_k$.} Take the field opposite to an easy direction, $\theta=\beta+\pi$. At $\varphi=\beta$ the torque vanishes and $e''=-B+B_k$, which is positive for $B<B_k$. At $\varphi=\beta+\pi$ it also vanishes, with $e''=B+B_k>0$. Both states are stable, so the reading can depend on the history of the field. An angle sensor of this kind needs $H>H_k$ to be single-valued, and $H\gg H_k$ to be accurate without correction.

\paragraph{Lemma 3 (peak).} For $H>H_k$ the largest $|\delta|$ is $\arcsin\varepsilon$.

\emph{Proof.} Equation \eqref{torque} gives $|\sin\delta|\le\varepsilon$. Equality holds at $\varphi-\beta=\pm\pi/4,\pm3\pi/4$, and by Lemma 2 each of these values is reached during a turn. Since $\cos\delta>0$, the peak is $\arcsin\varepsilon$.

The peak lies at $45^\circ$ from the easy axis in the magnetization angle, not in the field angle. At $\varphi-\beta=\pi/4$, \eqref{inverse} gives $\psi=\pi/4+\arcsin\varepsilon$.

\section{Proof of the twice-angle law}

Since $\varphi-\beta=\psi+\delta$, equation \eqref{torque} reads $\sin\delta=-\varepsilon\sin(2\psi+2\delta)$. Hence
\begin{equation}
\delta+\varepsilon\sin2\psi=(\delta-\sin\delta)
-\varepsilon[\sin(2\psi+2\delta)-\sin2\psi].
\end{equation}
The arcsine is convex on $[0,1/2]$ and equals $\pi/6$ at $1/2$. It lies below its chord there, so $|\delta|\le\arcsin\varepsilon\le(\pi/3)\varepsilon$. We also have $|\delta-\sin\delta|\le|\delta|^3/6$, and the bracket is at most $2|\delta|$ in size, because the sine has slope at most one. Therefore
\begin{equation}
|\delta+\varepsilon\sin2\psi|
\le\frac{(\pi/3)^3}{6}\varepsilon^3+\frac{2\pi}{3}\varepsilon^2
\le(0.096+2.095)\,\varepsilon^2<2.2\,\varepsilon^2,
\end{equation}
where $\varepsilon<1/2$ was used in the cubic term. With Lemma 3 this proves the theorem.

\paragraph{Second-order term.} Insert $\delta=-\varepsilon\sin2\psi+O(\varepsilon^2)$ on the right of the torque equation. Since $\sin\delta=\delta+O(\varepsilon^3)$,
\begin{align}
\delta&=-\varepsilon(\sin2\psi+2\delta\cos2\psi)+O(\varepsilon^3)\nonumber\\
&=-\varepsilon\sin2\psi+2\varepsilon^2\sin2\psi\cos2\psi+O(\varepsilon^3)\nonumber\\
&=-\varepsilon\sin2\psi+\varepsilon^2\sin4\psi+O(\varepsilon^3).
\label{second}
\end{align}
The first distortion of the sinusoid is a fourth harmonic, smaller than the main term by the factor $\varepsilon$.

\paragraph{Twice-angle Fourier coefficient.} Measure angles from the easy axis, so $\beta=0$ and $\psi=\theta$. The coefficient of $\sin2\theta$ is $b_2=\pi^{-1}\int_0^{2\pi}\delta\sin2\theta\,d\theta$. Integrate by parts. The boundary term vanishes by periodicity, and $d\delta=d\varphi-d\theta$, so
\begin{equation}
b_2=\frac1{2\pi}\int\cos2\theta\,(d\varphi-d\theta)
=\frac1{2\pi}\int_0^{2\pi}\cos2\theta\,d\varphi .
\end{equation}
Put $\theta=\varphi+a$ with $\sin a=\varepsilon s$, $s=\sin2\varphi$. Then
\begin{equation}
\cos2\theta=\cos2\varphi\,(1-2\varepsilon^2s^2)-2\varepsilon s^2\sqrt{1-\varepsilon^2s^2}.
\end{equation}
The first term is the derivative of $s/2-\varepsilon^2s^3/3$ with respect to $\varphi$. This function is periodic in $\varphi$, so the term integrates to zero. The averages of $s^2$ and $s^4$ are $1/2$ and $3/8$, so
\begin{equation}
b_2=-2\varepsilon\left(\frac12-\frac{\varepsilon^2}{2}\,\frac38\right)+O(\varepsilon^5)
=-\varepsilon+\frac38\varepsilon^3+O(\varepsilon^5).
\end{equation}
The relative correction to the amplitude $H_k/(2H)$ is thus of second order in $\varepsilon$.

\section{When the two channels differ}

The size of the twice-angle term depends on assumption (d). Anisotropy is not its only source: without any anisotropy, a 1\% difference in $r$ between the bridges gives a twice-angle error of $0.29^\circ$, and a $1^\circ$ departure of the references from orthogonality gives $0.5^\circ$. Below, gains and reference axes are taken as ideal. Let the free-layer errors be $\delta_c$ in the cosine channel and $\delta_s$ in the sine channel. The signals change by $dC=-\sin\theta\,\delta_c$ and $dS=\cos\theta\,\delta_s$ at first order, and the reading changes by
\begin{equation}
\Delta=\cos\theta\,dS-\sin\theta\,dC
=\cos^2\theta\,\delta_s+\sin^2\theta\,\delta_c .
\label{mix}
\end{equation}

\paragraph{Crossed easy axes.} Suppose the sine bridge is a copy of the cosine bridge turned by $90^\circ$, easy axis included. Then $\delta_c=-\varepsilon\sin2\psi$, while the extra $\pi$ in the doubled angle gives $\delta_s=+\varepsilon\sin2\psi$. From \eqref{mix},
\begin{equation}
\Delta=\varepsilon\sin2(\theta-\beta)\cos2\theta
=\frac{\varepsilon}{2}[\sin(4\theta-2\beta)-\sin2\beta].
\end{equation}
The twice-angle error has vanished at this order. A fourth harmonic of half the amplitude remains, with a constant offset unless $\sin2\beta=0$.

For $\beta=0$ the next order is also simple. By \eqref{second} both channels gain $\varepsilon^2\sin4\theta$, which passes unchanged through \eqref{mix}; the terms from $\delta_c^2$ and $\delta_s^2$ cancel. The signal vector also lengthens by the fraction $\cos\theta\,dC+\sin\theta\,dS=\varepsilon\sin^22\theta$, which divides $\Delta$. Thus
\begin{equation}
\Delta=\frac\varepsilon2\sin4\theta+\varepsilon^2\sin4\theta
-\frac{\varepsilon^2}{2}\sin4\theta\sin^22\theta+O(\varepsilon^3).
\end{equation}
With $\sin^22\theta=(1-\cos4\theta)/2$, the last term contributes $-\varepsilon^2/4$ to the fourth harmonic, whose coefficient becomes $\varepsilon/2+3\varepsilon^2/4$.

\section{References that move}

Now relax assumption (c). Let a reference layer at angle $0$ be held by a pinning field $B_p$, and let it couple to the free layer with field $B_c$. Define $p=B/B_p$, $q=B_c/B$ and $t=p+q$. The reaction of the free layer on the reference is neglected, and anisotropy is set aside for the moment.

The reference points along the sum of pinning and applied fields, at an angle $\gamma$ with $\tan\gamma=p\sin\theta/(1+p\cos\theta)$. The free layer obeys $\sin\delta=-q\sin(\varphi-\gamma)$. To second order,
\begin{align}
\gamma&=p\sin\theta-p^2\sin\theta\cos\theta,\\
\delta&=-q\sin\theta+q(p+q)\sin\theta\cos\theta .
\end{align}
Hence $\chi=\theta+\delta-\gamma=\theta-t\sin\theta+(p^2+pq+q^2)\sin\theta\cos\theta$, and
\begin{equation}
\cos\chi=\cos\theta+t\sin^2\theta-k\sin^2\theta\cos\theta,
\end{equation}
\begin{equation}
k=p^2+pq+q^2+\tfrac12t^2=\tfrac32p^2+2pq+\tfrac32q^2 .
\end{equation}

\paragraph{One element per channel.} Subtract the constant part $R_0$ of each resistance, so that each signal is proportional to $\cos\chi$. At first order $dC=t\sin^2\theta$. Turning the reference by $90^\circ$ gives $dS=t\cos^2\theta$. The error is
\begin{equation}
\Delta=t(\cos^3\theta-\sin^3\theta),
\end{equation}
with peak $t$.

\paragraph{Full bridges.} Reversing the reference changes the signs of $p$, $q$ and of the signal. Write $f_e$ and $f_o$ for the parts of $\cos\chi$ even and odd in $(p,q)$. The bridge gives
\begin{equation}
\frac{R_2-R_1}{R_1+R_2}=\frac{r f_e}{1-r f_o}
\simeq r\cos\theta\,[1-(k-rt)\sin^2\theta].
\end{equation}
The sine bridge gives $r\sin\theta\,[1-(k-rt)\cos^2\theta]$. Therefore
\begin{equation}
\Delta=-(k-rt)\sin\theta\cos\theta\,(\cos^2\theta-\sin^2\theta)
=\frac{rt-k}{4}\sin4\theta .
\label{bridge}
\end{equation}
The large first-order error cancels. What survives is a fourth harmonic, which leaves the twice-angle term of the theorem in place. The sign of $rt$ belongs to the resistance law used here. If instead the conductance is linear in $\cos\chi$, as is usual for tunnel junctions, the denominator becomes $1+rf_o$ and $rt$ is replaced by $-rt$.

\section{Worked example}

Take $B=40$ mT, $B_k=1$ mT and $\beta=0$. Then
\begin{equation}
\varepsilon=\frac{1}{2\times40}=0.0125\ \text{rad}=0.716^\circ .
\end{equation}
Direct minimization of the energy gives a second harmonic of $0.7162^\circ$ and a peak of $0.7162^\circ$, both equal to the law at this precision. The fourth harmonic is $0.0090^\circ$, which is $\varepsilon^2$. At $\theta=30^\circ$ the leading law gives $-0.6202^\circ$; the term $\varepsilon^2\sin120^\circ=0.0078^\circ$ brings it to the computed $-0.6125^\circ$, within rounding. At $45^\circ$ the error is $-0.7160^\circ$, just short of the peak, which lies at $45.7^\circ$. Further values stand in the numerical output.

With crossed easy axes the second harmonic vanishes to the printed digits. The fourth is $0.3648^\circ$, against $0.358^\circ$ from $\varepsilon/2$ and $0.365^\circ$ with the $3\varepsilon^2/4$ term.

\paragraph{Moving references.} Let $B_p=800$ mT, $B_c=1$ mT and $r=0.05$, so $p=0.050$, $q=0.025$ and $t=0.075$. With single elements, $t$ alone corresponds to $4.30^\circ$; the computed peak, with anisotropy and higher orders included, is $4.43^\circ$. The reference then matters far more than the anisotropy. With full bridges the peak is $0.722^\circ$ and the second harmonic is again $0.7162^\circ$.

The fourth harmonic can be traced. Here $k=0.00719$, so \eqref{bridge} gives $(0.00375-0.00719)/4$ rad $=-0.049^\circ$. Adding $+0.009^\circ$ from anisotropy leaves $-0.040^\circ$, in agreement with the computed magnitude $0.0401^\circ$.

\paragraph{Shape anisotropy.} The field $B_k$ must include the shape of the element. Consider a long strip of elliptic section, width $w=2a$ and thickness $d=2b$, magnetized by $M$ across its width, along $x$. Use $x=\ell\cosh\mu\cos\nu$, with $a=\ell\cosh\mu_0$ and $b=\ell\sinh\mu_0$ on the surface. Try the magnetic potential $NMx$ inside and $De^{-\mu}\cos\nu$ outside. Continuity of the potential gives $De^{-\mu_0}=NMa$. Continuity of the normal flux density gives $(1-N)Mb=De^{-\mu_0}$. Hence
\begin{equation}
N=\frac{b}{a+b}=\frac{d}{d+w}.
\end{equation}
Magnetization along an infinite strip has no such field, so the shape part of $B_k$ is $\mu_0M_sN$. For $\mu_0M_s=1$ T, $d=5$ nm and $w=10\ \mu$m it is $0.500$ mT, half of the assumed total. This value belongs to the elliptic section. A patterned film strip is nearly rectangular, and for uniform magnetization its mean factor is $(d/\pi w)[\ln(w/d)+3/2]$ when $d\ll w$. That gives $1.45$ mT for an infinite strip of the same $d$ and $w$, and about $1.3$ mT for a length of $100\ \mu$m; both are more than the assumed total. On this uniform estimate, a shape part of $0.5$ mT needs a wider or thinner strip. In a real strip the magnetization near the edges relaxes, so assumption (a) holds only approximately. A one-dimensional micromagnetic model of the infinite strip, with exchange stiffness $1.3\times10^{-11}$ J/m, gives an effective shape field of about $1.3$ mT at 40 mT and $1.1$ mT at 10 mT. It also gives a fourth harmonic of about $0.16^\circ$ at 40 mT, some ten times $\varepsilon^2$, so the small fourth harmonics quoted above belong to the uniform model only.

\paragraph{Thermal noise.} With the field along the easy axis, $e''=B+B_k$, and equipartition gives $\langle\delta^2\rangle=k_BT/[M_sV(B+B_k)]$ for volume $V$. For a strip $100\ \mu$m long with the same $d$ and $w$ but a rectangular section, so that $V$ is $d\,w$ times the length, the rms angle at 300 K is $0.0091^\circ$ over the whole bandwidth, about one eightieth of the anisotropy error.

\section{Correction and real sensors}

Equation \eqref{inverse} recovers $\theta$ from the reading if $\varepsilon$ and $\beta$ are known. Suppose the magnet warms and its field falls by 10\% to 36 mT, with $B_k$ held fixed. The second harmonic rises to $0.796^\circ$. If the correction keeps the old $\varepsilon$ while the true value is $\varepsilon'$, its error is $\arcsin(\varepsilon s)-\arcsin(\varepsilon's)$, largest at $|s|=1$. This leaves $0.080^\circ$, a ninth of the original error.

The example resembles a giant-magnetoresistance sensor below a magnet on a shaft end, where fields of some tens of mT and anisotropy fields of order 1 mT are rough typical values. The 800 mT pinning field is a rough stand-in for the first-order stiffness of a compensated reference stack. It does not fix the fourth harmonic, because the second layer of such a stack can turn too. In a model of two layers with equal moments, 800 mT coupling between them, 200 mT exchange bias on the pinned one and the reaction of the free layer again neglected, the full-bridge fourth harmonic is $0.18^\circ$ instead of $0.040^\circ$, while the second harmonic stays at $0.72^\circ$. Real layouts may break assumption (d) by turning the strips of one channel. Suppose half of $B_k$ is shape anisotropy that turns by $90^\circ$ in the sine channel, while the other half keeps its axis. The two halves cancel there, since $\sin^2(u-\pi/2)=1-\sin^2u$. Then $\delta_s=0$, and for $\beta=0$ equation \eqref{mix} gives
\begin{equation}
\Delta=-\varepsilon\sin^2\theta\sin2\theta
=-\frac\varepsilon2\sin2\theta+\frac\varepsilon4\sin4\theta .
\end{equation}
The twice-angle amplitude falls from $0.72^\circ$ to $0.36^\circ$. The layout can thus change the number by a factor of two with the same film and magnet.

At fixed $B_k$ a stronger magnet reduces the anisotropy error as $1/H$; the fall is somewhat slower when edge relaxation makes the shape part of $B_k$ grow with the field. At fixed pinning field, however, the $p^2$ part of $k$ grows as $H^2$, so raising the field helps only while the references stay stiff.

\section*{Table of computed values}
\begin{verbatim}
applied field: 40.0 mT
total anisotropy field: 1.0 mT
easy-axis angle: 0 deg
predicted amplitude Hk/(2H): 0.01250 rad
predicted amplitude Hk/(2H): 0.7162 deg
minimized energy, 2nd harmonic: 0.7162 deg
minimized energy, 4th harmonic: 0.0090 deg
minimized energy, peak error: 0.7162 deg
exact peak arcsin(Hk/(2H)): 0.7162 deg
field at 0 deg: error -0.0000 deg, leading law 0.0000 deg
field at 30 deg: error -0.6125 deg, leading law -0.6202 deg
field at 45 deg: error -0.7160 deg, leading law -0.7162 deg
field at 90 deg: error -0.0000 deg, leading law -0.0000 deg
field at 135 deg: error 0.7160 deg, leading law 0.7162 deg
crossed easy axes, 2nd harmonic: 0.0000 deg
crossed easy axes, 4th harmonic: 0.3648 deg
reference pinning field: 800 mT
interlayer coupling field: 1.0 mT
fractional resistance modulation r: 0.05
p + q: 0.0750
single elements, peak error: 4.433 deg
full bridges, peak error: 0.722 deg
full bridges, 2nd harmonic: 0.7162 deg
full bridges, 4th harmonic: 0.0401 deg
strip thickness: 5 nm
strip width: 10 um
strip length: 100 um
saturation magnetization mu0*Ms: 1.0 T
shape part of anisotropy field: 0.500 mT
temperature for thermal spread: 300 K
thermal rms angle of one strip: 0.0091 deg
field with hot magnet: 36.0 mT
hot magnet, 2nd harmonic: 0.7957 deg
hot magnet, residual after old correction: 0.0796 deg
\end{verbatim}
